# Morse anharmonicity of a Si-H stretch from two lines

## Question

I have two infrared lines that I assign to the stretch of an isolated Si-H bond in hydrogenated amorphous silicon: the fundamental at 2000 cm⁻¹ and the first overtone at 3930 cm⁻¹. I am supposed to treat the bond as a Morse oscillator and determine its anharmonicity.

Twice the fundamental is 4000, so the overtone is 70 cm⁻¹ too low. Is 70 the anharmonicity? If I instead put $\omega_e=2000$ into the level formula and fit the overtone, I get something else. I also don't see why the Morse levels stop at the quadratic term, or whether two lines can really tell me how deep the well is. Could someone go through it from the beginning?

## Answer

The 70 cm⁻¹ is the amount by which the second step of the ladder is shorter than the first. To relate it to the anharmonicity constant you need the Morse levels, so I derive them first.

### The model and its levels

Take one bond, one stretch coordinate $x$ measured from equilibrium, and a reduced mass $\mu$:

$$H=-\frac{\hbar^2}{2\mu}\frac{d^2}{dx^2}+V(x),\qquad V(x)=D\left(1-e^{-ax}\right)^2 .$$

The potential is zero at the bottom and tends to $D$ at large stretch. I quote energies as wavenumbers, that is, divided by $hc$. Set $y=ax$ and define

$$X=\frac{\hbar^2a^2}{2\mu hc},\qquad \lambda^2=\frac{D}{X}.$$

Since $d^2/dx^2=a^2\,d^2/dy^2$, dividing the Hamiltonian by $X$ gives

$$\frac{H}{X}=\lambda^2+h_\lambda,\qquad h_\lambda=-\frac{d^2}{dy^2}+\lambda^2\left(e^{-2y}-2e^{-y}\right).$$

Bound states are the negative eigenvalues of $h_\lambda$. To find them, factorize. Let $A=d/dy+W(y)$ and $A^\dagger=-d/dy+W(y)$. Acting on a function $f$,

$$A^\dagger A f=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f,$$

and in the same way $AA^\dagger f=-f''+(W^2+W')f$. Choose $W=s-\lambda e^{-y}$, for which $W'=\lambda e^{-y}$. Then

$$W^2-W'=s^2-(2s+1)\lambda e^{-y}+\lambda^2e^{-2y}.$$

This matches the potential in $h_\lambda$, apart from the constant $s^2$, if $2s+1=2\lambda$. So with $s=\lambda-\tfrac12$,

$$h_\lambda=A^\dagger A-s^2 .$$

**Ground state.** The operator $A^\dagger A$ has no negative expectation value, so no level lies below $-s^2$. That value is reached if $A\psi_0=0$, or $\psi_0'=-W\psi_0$, which integrates to

$$\psi_0=\exp\left(-sy-\lambda e^{-y}\right).$$

It vanishes rapidly for $y\to-\infty$ and decays as $e^{-sy}$ for $y\to\infty$, so it is normalizable when $s>0$.

**Excited states.** If $A^\dagger A\phi=\varepsilon\phi$ with $\varepsilon>0$, apply $A$ from the left: $AA^\dagger(A\phi)=\varepsilon(A\phi)$. The function $A\phi$ is not zero, because its squared norm is $\varepsilon$ times that of $\phi$. The argument also runs backwards with $A^\dagger$. The excited levels of $h_\lambda$ are therefore the levels of

$$AA^\dagger-s^2=-\frac{d^2}{dy^2}+\lambda^2e^{-2y}-2\lambda(\lambda-1)e^{-y},$$

where I used $2s-1=2(\lambda-1)$. For $\lambda>1$, shift the origin by $y=y'+\ln[\lambda/(\lambda-1)]$, so that $\lambda e^{-y}=(\lambda-1)e^{-y'}$. The potential becomes $(\lambda-1)^2(e^{-2y'}-2e^{-y'})$, and the operator is $h_{\lambda-1}$. Its ground level is $-(\lambda-\tfrac32)^2$, which is the first excited level of $h_\lambda$. Repeating the step gives

$$-\left(\lambda-v-\tfrac12\right)^2,\qquad v=0,1,2,\dots,\qquad v<\lambda-\tfrac12 .$$

**End of the ladder.** Suppose the parameter has dropped to some $\lambda'$.

- If $\tfrac12<\lambda'\le1$, there is one more bound level. The next operator has the potential $\lambda'^2e^{-2y}+2\lambda'(1-\lambda')e^{-y}$, which is nowhere negative and binds nothing.
- If $0<\lambda'\le\tfrac12$, take $W=-\lambda'e^{-y}$. Then $h_{\lambda'}=A^\dagger A+\lambda'(1-2\lambda')e^{-y}$. Both terms are non-negative, so there is no negative level.

Now add back $\lambda^2$, multiply by $X$ and write $u=v+\tfrac12$:

$$G(v)=X\left[\lambda^2-(\lambda-u)^2\right]=2\lambda X\,u-X\,u^2 .$$

With the usual name $\omega_e=2\lambda X$,

$$G(v)=\omega_e\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2,\qquad D=\lambda^2X=\frac{\omega_e^2}{4X}.$$

The series stops at the quadratic term because of the Morse shape; for another potential it need not. The constant $X$ is the anharmonicity, often written $\omega_ex_e$, and $x_e=X/\omega_e$ is its dimensionless form.

### From the two lines to the constants

The three lowest levels are

$$G(0)=\tfrac12\omega_e-\tfrac14X,\quad G(1)=\tfrac32\omega_e-\tfrac94X,\quad G(2)=\tfrac52\omega_e-\tfrac{25}{4}X .$$

Both lines start from $v=0$, so

$$n_1=G(1)-G(0)=\omega_e-2X,\qquad n_2=G(2)-G(0)=2\omega_e-6X .$$

Doubling the first and subtracting the second removes $\omega_e$:

$$2n_1-n_2=2X\quad\Rightarrow\quad X=n_1-\tfrac12n_2,\qquad \omega_e=n_1+2X=3n_1-n_2 .$$

For your lines,

$$X=2000-1965=35\ \text{cm}^{-1},\qquad \omega_e=6000-3930=2070\ \text{cm}^{-1},$$

and $x_e=35/2070=0.0169$. Your 70 cm⁻¹ is $2X$. Your second attempt failed because 2000 cm⁻¹ is already lowered by anharmonicity: the harmonic wavenumber, set by the curvature at the bottom of the well, is 70 cm⁻¹ higher.

The formulas need lines that a Morse well can produce. As $n_2\to2n_1$, $X\to0$ and the well becomes harmonic and infinitely deep; for $n_2>2n_1$ no Morse well fits. At the other end, $v=2$ must be bound, so $\lambda=(3n_1-n_2)/(2n_1-n_2)>\tfrac52$. Multiplying out, $6n_1-2n_2>10n_1-5n_2$, or $n_2>\tfrac43n_1$. Your overtone lies inside the window $\tfrac43n_1<n_2<2n_1$, close to the harmonic end.

### What else the model then says

The step from $v$ to $v+1$ is $\omega_e-2X(v+1)$, so the steps are 2000, 1930, 1860 cm⁻¹ and so on. The second overtone is predicted at their sum, 5790 cm⁻¹. A hot band, starting from $v=1$, would lie at 1930 cm⁻¹. At 300 K the population of $v=1$ relative to $v=0$ is $e^{-hcn_1/k_BT}=6.8\times10^{-5}$, so it does not disturb the reading of the fundamental.

The well depth is

$$D=\frac{2070^2}{4\times35}=30606\ \text{cm}^{-1}=3.79\ \text{eV}.$$

The zero-point energy is $1035-8.75=1026$ cm⁻¹, which leaves 3.67 eV between $v=0$ and the Morse limit. With $\lambda=2070/70=29.57$, the condition $v<29.07$ allows $v=0$ to 29, or 30 bound levels. The last is bound by $X(\lambda-29.5)^2=0.18$ cm⁻¹, a property of the ideal Morse curve with no practical meaning for a bond in a solid.

As an independent test, I diagonalized the Hamiltonian with these parameters on a grid. It has 30 levels below $D$, and they agree with the formula to better than $10^{-6}$ cm⁻¹. The lines from $v=0$ come out at 2000, 3930 and 5790 cm⁻¹.

### Mass, range and deuterium

The two lines fix $X$, $\omega_e$ and $D$ without any mass. The range parameter does need one:

$$a=\frac{\sqrt{2\mu hcX}}{\hbar}.$$

For a free Si-H pair with a silicon mass of 28 u, $\mu=0.973$ u and $a=14.2$ nm⁻¹. If the silicon atom is held immobile, $\mu$ is the hydrogen mass, 1.008 u, and $a=14.5$ nm⁻¹.

Deuterium gives a check that you can make in the laboratory. Keep the potential, meaning $D$ and $a$, and change the mass. Then $X\propto1/\mu$, and $\omega_e=2\lambda X=2\sqrt{DX}\propto1/\sqrt\mu$. With $r=\sqrt{\mu_{\rm H}/\mu_{\rm D}}=0.7195$ for the free pair,

$$\omega_e^{\rm D}=r\,\omega_e=1489\ \text{cm}^{-1},\qquad X^{\rm D}=r^2X=18.1\ \text{cm}^{-1},$$

$$n_1^{\rm D}=r\omega_e-2r^2X=1453\ \text{cm}^{-1}.$$

Simply multiplying the observed 2000 cm⁻¹ by $r$ would give 1439 cm⁻¹. The difference is $2r(1-r)X=14$ cm⁻¹, as you see by inserting $\omega_e=n_1+2X$. With immobile silicon the prediction is 1429 cm⁻¹ instead of 1453, but that limit needs a host that is stiff compared with the stretch, and silicon is not: its vibrations end near 500 cm⁻¹. A silicon atom tied to the network with its own frequency $\omega_0$ responds at a higher frequency $\omega$ like a mass $M(1-\omega_0^2/\omega^2)$, slightly lighter than the free atom. For $\omega_0=500$ cm⁻¹ this raises the Si-D prediction by about 5 cm⁻¹ above the free-pair value, away from 1429. The free pair is therefore the better starting point, and in this simple picture the host correction is smaller than the anharmonic one. A deuterium line still tests the mass model and the anharmonicity together.

### How far to trust 35 cm⁻¹ and 3.8 eV

**Line positions.** $X$ is a small difference of large numbers. Errors $\delta n_1$ and $\delta n_2$ give

$$\delta X=\delta n_1-\tfrac12\delta n_2 .$$

If each line may be off by 1 cm⁻¹ either way, $X$ lies between 33.5 and 36.5 cm⁻¹, and $D$ between 3.65 and 3.95 eV. If the fundamental alone is placed 5 cm⁻¹ too low, you find $X=30$ cm⁻¹ and $D=4.36$ eV.

**Resonance.** Suppose a combination of other vibrations lies a distance $d$ from the undisturbed overtone and couples to it with strength $w$. The two-level matrix has the eigenvalues

$$n_2+\tfrac d2\pm\sqrt{\tfrac{d^2}{4}+w^2}.$$

The state with the larger overtone share is the one nearer $n_2$. Its displacement is $\sqrt{d^2/4+w^2}-|d|/2$, which is at most $w$ and equals $w$ at $d=0$. For an assumed $w=10$ cm⁻¹, the undisturbed overtone behind your 3930 line could lie anywhere from 3920 to 3940 cm⁻¹. The corresponding $X$ runs from 40 down to 30 cm⁻¹, and $D$ from 3.35 up to 4.38 eV. At exact resonance the overtone character is shared equally by two states 20 cm⁻¹ apart, so look for a partner line if your bands are narrow enough to separate the two; in broad bands the pair merges. If the combination has no intensity of its own, the intensity-weighted centre of the merged band stays exactly at the undisturbed $n_2$, because it equals the diagonal element of the matrix. The range of 3920 to 3940 cm⁻¹ thus applies to resolved lines, and a band much wider than $w$ is displaced far less.

**Shape of the potential.** Any two lines inside the window above can be fitted exactly by the two constants, so your pair does not test the Morse form. Add a term $Y(v+\tfrac12)^3$ to $G(v)$. It contributes $\tfrac{27-1}{8}Y=\tfrac{13}{4}Y$ to $n_1$ and $\tfrac{125-1}{8}Y=\tfrac{31}{2}Y$ to $n_2$, so

$$2n_1-n_2=2X-9Y\quad\Rightarrow\quad X=35\ \text{cm}^{-1}+\tfrac92Y .$$

For an assumed $Y=-0.2$ cm⁻¹, keeping both lines fixed, $X=34.1$ cm⁻¹ and $\omega_e=n_1+2X-\tfrac{13}{4}Y=2068.85$ cm⁻¹. The second overtone moves from 5790.0 to 5788.8 cm⁻¹. To extrapolate the depth, find where the level spacing closes:

$$\frac{dG}{du}=\omega_e-2Xu+3Yu^2=0\quad\Rightarrow\quad u=24.9 .$$

The height of the level curve there is 3.38 eV. For $Y=0$ the same procedure gives $u=\lambda$ and the Morse depth of 3.79 eV. A term that moves the third line by about 1 cm⁻¹ has thus changed the extrapolated depth by 0.4 eV. The anharmonicity describes the lowest levels, which you measured; the depth relies on levels far above them.

### Your sample

A fundamental near 2000 cm⁻¹ is in the rough range for isolated monohydride bonds in hydrogenated amorphous silicon. The bands there are broad, roughly several tens of cm⁻¹, because the bonds sit in different surroundings. The assumption that breaks is that of one sharp oscillator, and a misplaced band centre of 5 cm⁻¹ is plausible. In the fundamental it changes $X$ by 5 cm⁻¹, or 14% of the value found; in the overtone, by half as much. A spread of $\omega_e$ over the sites at a common $X$ moves the overtone twice as far as the fundamental. It cancels in $n_1-\tfrac12n_2$ if both centres are read in the same way, but it also makes the overtone band twice as wide and its centre harder to place. Take both spectra on the same sample at the same temperature, so that a thermal shift of one line is not mistaken for anharmonicity.

Nor should you read $D$ as the energy needed to release hydrogen from the film. The model stretches one bond along one coordinate. It contains neither the relaxation of the silicon network nor the possibility that hydrogen bonds at another site.

For your exercise, the answer is $X=\omega_ex_e=35$ cm⁻¹, with $\omega_e=2070$ cm⁻¹. For your sample, I would attach an uncertainty of several cm⁻¹ to $X$ unless the band centres are known better than that, and treat 3.8 eV as a Morse extrapolation. The numerical output below lists the values in more detail.

## Computed results

```
Fundamental n1: 2000 cm^-1
First overtone n2: 3930 cm^-1
Anharmonicity X: 35.00 cm^-1
Shrinkage of successive gaps 2X: 70.00 cm^-1
Harmonic wavenumber we: 2070.00 cm^-1
Dimensionless anharmonicity xe: 0.01691
lambda = we/(2X): 29.5714
Morse depth D: 30606.4 cm^-1 = 3.795 eV
Zero-point energy G(0): 1026.25 cm^-1
Limit above v=0: 3.667 eV
Number of bound levels: 30
Binding of last level, formula: 0.1786 cm^-1
Binding of last level, grid: 0.1786 cm^-1
Largest level error on grid: 2.4e-07 cm^-1
Grid lines 0->1, 0->2, 0->3: 2000.000, 3930.000, 5790.000 cm^-1
Predicted second overtone: 5790.0 cm^-1
Hot band 1->2: 1930.0 cm^-1
Masses H, D, Si: 1.00783, 2.01410, 28.0 u
Reduced masses SiH, SiD: 0.97281, 1.87895 u
Range parameter a, free pair: 14.212 nm^-1
Range parameter a, fixed Si: 14.465 nm^-1
Isotope factor r, free pair: 0.71954
Si-D we and X: 1489.45, 18.12 cm^-1
Si-D fundamental, free pair: 1453.2 cm^-1
Si-D fundamental, grid: 1453.2 cm^-1
Si-D fundamental, fixed Si: 1429.2 cm^-1
X range, 1 cm^-1 reading errors: 33.50 to 36.50 cm^-1
D range, same errors: 3.653 to 3.949 eV
Fundamental lowered 5 cm^-1: X = 30.00 cm^-1, D = 4.363 eV
Resonance coupling chosen: 10.0 cm^-1
Overtone at 3920.0 cm^-1: X = 40.00 cm^-1, D = 3.353 eV
Overtone at 3940.0 cm^-1: X = 30.00 cm^-1, D = 4.384 eV
Cubic term Y chosen: -0.20 cm^-1
Refitted we and X: 2068.85, 34.10 cm^-1
Second overtone with Y: 5788.8 cm^-1
Top of level curve with Y: v+1/2 = 24.89
Extrapolated depth with Y: 3.383 eV
Population ratio v=1 to v=0 at 300 K: 6.83e-05
```
